**Rapidity, pseudorapidity and the velocity Jacobian**

At fixed transverse momentum $p_T$, the derivative of rapidity $y$ with respect to pseudorapidity $\eta$ is the speed $\beta=p/E$, where $p$ is the total momentum and $E$ the energy ($c=1$). The program asserts this by comparing difference quotients of the definitions with the velocity formula, for protons and muons. It counts an evenly spaced rapidity sample in bins of $\eta$ and asserts agreement with the integrated formula, both at fixed $p_T$ and for a model $p_T$ distribution. Further assertions cover the phase-space Jacobians, the conserved total, the missing area, the position of the dip after a boost, and the derivative at fixed $p$. For protons with $p_T=1$ GeV, a plateau of 10 particles per unit rapidity falls to 7.29 per unit pseudorapidity at the centre. Gaussian rapidity spectra of widths 2 and 0.8 give a central dip and a central peak respectively, in agreement with the derived dividing width $p_T/m=1.07$, where $m$ is the proton mass.

## Check in Python

```python
"""
Result under test: at fixed transverse momentum pT, dy/deta = p/E = beta, so a
spectrum flat in rapidity y has a central dip in pseudorapidity eta.
Symbols (c = 1, GeV): m mass, pz momentum along the beam, p total momentum,
E energy, mT = sqrt(m^2 + pT^2), theta polar angle,
y = (1/2) ln((E+pz)/(E-pz)), eta = -ln tan(theta/2).
Model plateau: constant height dN/dy for |y| < Y, zero outside.
"""
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.stats import gamma


def mass_gev(name):
    return constants.value(name + " mass energy equivalent in MeV") / 1000.0


def rapidity(pz, pT, m):
    E = np.sqrt(pz**2 + pT**2 + m**2)
    return 0.5 * np.log((E + pz) / (E - pz))


def pseudorapidity(pz, pT):
    theta = np.arctan2(pT, pz)
    return -np.log(np.tan(theta / 2))


def pz_from_angle(eta, pT):
    theta = 2 * np.arctan(np.exp(-eta))
    return pT * np.cos(theta) / np.sin(theta)


def beta(eta, pT, m):
    """Derived velocity formula at given eta and pT."""
    p = pT * np.cosh(eta)
    return p / np.sqrt(p**2 + m**2)


m = mass_gev("proton")
pT, Y, height = 1.0, 3.0, 10.0
mT = np.hypot(m, pT)
print(f"proton mass = {m:.5f} GeV")
print(f"pT = {pT:.1f} GeV, mT = {mT:.4f} GeV")
print(f"plateau: dN/dy = {height:.0f} for |y| < {Y:.0f}, total = {2*Y*height:.0f}")

# Jacobian: difference quotient of the definitions against the velocity
step = 1e-4
for mass in (m, mass_gev("muon")):
    for pt in (0.2, 1.0, 3.0):
        for eta in (-2.0, 0.0, 0.7, 3.0):
            up = rapidity(pz_from_angle(eta + step, pt), pt, mass)
            down = rapidity(pz_from_angle(eta - step, pt), pt, mass)
            assert abs((up - down) / (2 * step) - beta(eta, pt, mass)) < 1e-6

print("table for protons at fixed pT (dimensionless):")
for eta in (0.0, 0.5, 1.0, 2.0, 3.0):
    y_here = rapidity(pz_from_angle(eta, pT), pT, m)
    b = beta(eta, pT, m)
    print(f"eta = {eta:.1f}: y = {y_here:.4f}, beta = {b:.4f}, "
          f"dN/deta = {height*b:.3f}")

# Invariant phase space: full three-dimensional Jacobians from the definitions
px, py, pz, ms = sp.symbols("px py pz ms", positive=True)
pt_s = sp.sqrt(px**2 + py**2)
p_s = sp.sqrt(px**2 + py**2 + pz**2)
E_s = sp.sqrt(p_s**2 + ms**2)
point = {px: 0.4, py: 0.7, pz: 1.3, ms: 0.9}
for longitudinal, expected in ((sp.atanh(pz / E_s), 1 / (pt_s * E_s)),
                               (sp.atanh(pz / p_s), 1 / (pt_s * p_s))):
    new = sp.Matrix([pt_s, sp.atan2(py, px), longitudinal])
    numeric = np.array(new.jacobian([px, py, pz]).subs(point).evalf(),
                       dtype=float)
    assert abs(abs(np.linalg.det(numeric)) - float(expected.subs(point))) < 1e-10

# Evenly spaced rapidity sample, counted in eta bins
n = 600000
y_sample = -Y + 2 * Y * (np.arange(n) + 0.5) / n
weight = 2 * Y * height / n
pz_sample = mT * np.sinh(y_sample)
assert np.max(np.abs(rapidity(pz_sample, pT, m) - y_sample)) < 1e-9
eta_sample = pseudorapidity(pz_sample, pT)
assert np.all(np.abs(y_sample) <= np.abs(eta_sample) + 1e-12)
edges = np.linspace(-2.9, 2.9, 30)
width = edges[1] - edges[0]
density = np.histogram(eta_sample, edges)[0] * weight / width
predicted = np.array([height * quad(beta, a, b, args=(pT, m))[0] / (b - a)
                      for a, b in zip(edges[:-1], edges[1:])])
# One sample point more or less in a bin changes the density by 5e-4
assert np.max(np.abs(density - predicted)) < 1.5e-3
assert np.argmin(density) == 14
print(f"counted dN/deta, bin -0.1 to 0.1 = {density[14]:.3f}")
print(f"counted dN/deta, bin 2.7 to 2.9 = {density[-1]:.3f}")

# Edge of the spectrum, conserved total, and missing area
eta_max = np.arcsinh(mT / pT * np.sinh(Y))
assert abs(rapidity(pz_from_angle(eta_max, pT), pT, m) - Y) < 1e-10
total = height * quad(beta, -eta_max, eta_max, args=(pT, m))[0]
assert abs(total - 2 * Y * height) < 1e-8
missing = quad(lambda e: 1 - beta(e, pT, m), 0, 30, limit=200)[0]
assert abs(missing - np.log(mT / pT)) < 1e-8
print(f"edge in eta = {eta_max:.4f}, shift from Y = {eta_max-Y:.4f}")
print(f"integral of dN/deta = {total:.4f} particles")
print(f"deficit per side / height, infinite plateau = {missing:.4f}")

# Longitudinal boost: the dip stays at eta = 0 of the new frame
boost = 1.0
E_sample = np.sqrt(pz_sample**2 + mT**2)
pz_new = np.cosh(boost) * pz_sample + np.sinh(boost) * E_sample
y_new = rapidity(pz_new, pT, m)
eta_new = pseudorapidity(pz_new, pT)
assert np.max(np.abs(y_new - y_sample - boost)) < 1e-8
inner = np.linspace(-1.9, 1.9, 20)
in_y = np.histogram(y_new, inner)[0] * weight / width
in_eta = np.histogram(eta_new, inner)[0] * weight / width
assert np.max(np.abs(in_y - height)) < 1.5e-3
assert np.argmin(in_eta) == 9
old_y = y_sample[np.abs(eta_new) < 0.1].mean()
assert abs(old_y + boost) < 1e-3
print(f"boost = {boost:.1f} unit: counted central dN/deta = {in_eta[9]:.3f}")
print(f"mean original y of particles now in the dip = {old_y:.3f}")

# Dependence on mass at the same pT
for name in ("electron", "muon", "proton"):
    mass = mass_gev(name)
    central = beta(0.0, pT, mass)
    assert abs(central - pT / np.hypot(pT, mass)) < 1e-12
    print(f"{name}: mass = {mass:.4e} GeV, central dip 1-beta = {1-central:.3e}")

# Curvature at the centre, from derivatives of the defining expressions
mp.mp.dps = 30


def y_precise(eta):
    theta = 2 * mp.atan(mp.exp(-eta))
    long_mom = pT * mp.cos(theta) / mp.sin(theta)
    energy = mp.sqrt(long_mom**2 + mp.mpf(pT)**2 + mp.mpf(m)**2)
    return mp.log((energy + long_mom) / (energy - long_mom)) / 2


flat_curv = float(mp.diff(y_precise, 0, 3) / mp.diff(y_precise, 0, 1))
assert abs(flat_curv - m**2 / mT**2) < 1e-6
print(f"flat plateau: second derivative of ln(dN/deta) at 0 = {flat_curv:.4f}")
print(f"critical Gaussian width pT/m = {pT/m:.4f}")
for sigma in (2.0, 0.8):
    def cumulative(eta, s=sigma):
        return mp.erf(y_precise(eta) / (mp.sqrt(2) * s)) / 2
    curv = float(mp.diff(cumulative, 0, 3) / mp.diff(cumulative, 0, 1))
    assert abs(curv - (m**2 - pT**2 / sigma**2) / mT**2) < 1e-6
    assert (curv > 0) == (sigma > pT / m)
    shape = "dip" if curv > 0 else "peak"
    print(f"Gaussian width {sigma:.1f}: second derivative = {curv:.4f} ({shape})")

# Average over f(pT) = pT exp(-pT/T) / T^2
T = 0.3


def weighted_beta(pt, eta):
    return pt * np.exp(-pt / T) / T**2 * beta(eta, pt, m)


pt_grid = gamma.ppf((np.arange(1500) + 0.5) / 1500, 2, scale=T)[:, None]
y_grid = (-Y + 2 * Y * (np.arange(3000) + 0.5) / 3000)[None, :]
eta_grid = pseudorapidity(np.hypot(pt_grid, m) * np.sinh(y_grid), pt_grid)
for centre in (0.0, 1.0, 2.0):
    lo, hi = centre - 0.1, centre + 0.1
    counted = np.mean((eta_grid > lo) & (eta_grid < hi)) * 2 * Y
    formula = dblquad(weighted_beta, lo, hi, 0, 40 * T)[0]
    # Finite sample grid limits the relative accuracy of the count
    assert abs(counted / formula - 1) < 3e-3
mean_pt = quad(lambda q: q**2 * np.exp(-q / T) / T**2, 0, 40 * T)[0]
print(f"pT distribution: T = {T:.1f} GeV, mean pT = {mean_pt:.3f} GeV")
for eta in (0.0, 1.0, 2.0, 3.0):
    average = quad(weighted_beta, 0, 40 * T, args=(eta,))[0]
    print(f"eta = {eta:.1f}: mean beta = {average:.4f}, "
          f"dN/deta = {height*average:.3f}, "
          f"beta at mean pT = {beta(eta, mean_pt, m):.4f}")

# Derivative at fixed total momentum, which is a different quantity
p_fixed = pT * np.cosh(1.0)
speed = p_fixed / np.hypot(p_fixed, m)


def y_fixed_p(eta):
    theta = 2 * np.arctan(np.exp(-eta))
    return rapidity(p_fixed * np.cos(theta), p_fixed * np.sin(theta), m)


print(f"fixed p = {p_fixed:.4f} GeV, beta = {speed:.4f}")
for eta in (0.0, 1.0, 3.0):
    slope = (y_fixed_p(eta + step) - y_fixed_p(eta - step)) / (2 * step)
    law = speed / (np.cosh(eta)**2 - speed**2 * np.sinh(eta)**2)
    assert abs(slope - law) < 1e-6
    print(f"fixed p, eta = {eta:.1f}: dy/deta = {slope:.4f}")

print("no test failed")
```

It prints:

```
proton mass = 0.93827 GeV
pT = 1.0 GeV, mT = 1.3713 GeV
plateau: dN/dy = 10 for |y| < 3, total = 60
table for protons at fixed pT (dimensionless):
eta = 0.0: y = 0.0000, beta = 0.7293, dN/deta = 7.293
eta = 0.5: y = 0.3714, beta = 0.7687, dN/deta = 7.687
eta = 1.0: y = 0.7766, beta = 0.8544, dN/deta = 8.544
eta = 2.0: y = 1.6997, beta = 0.9703, dN/deta = 9.703
eta = 3.0: y = 2.6864, beta = 0.9957, dN/deta = 9.957
counted dN/deta, bin -0.1 to 0.1 = 7.298
counted dN/deta, bin 2.7 to 2.9 = 9.936
edge in eta = 3.3146, shift from Y = 0.3146
integral of dN/deta = 60.0000 particles
deficit per side / height, infinite plateau = 0.3157
boost = 1.0 unit: counted central dN/deta = 7.298
mean original y of particles now in the dip = -1.000
electron: mass = 5.1100e-04 GeV, central dip 1-beta = 1.306e-07
muon: mass = 1.0566e-01 GeV, central dip 1-beta = 5.536e-03
proton: mass = 9.3827e-01 GeV, central dip 1-beta = 2.707e-01
flat plateau: second derivative of ln(dN/deta) at 0 = 0.4682
critical Gaussian width pT/m = 1.0658
Gaussian width 2.0: second derivative = 0.3352 (dip)
Gaussian width 0.8: second derivative = -0.3628 (peak)
pT distribution: T = 0.3 GeV, mean pT = 0.600 GeV
eta = 0.0: mean beta = 0.4733, dN/deta = 4.733, beta at mean pT = 0.5387
eta = 1.0: mean beta = 0.6019, dN/deta = 6.019, beta at mean pT = 0.7024
eta = 2.0: mean beta = 0.8217, dN/deta = 8.217, beta at mean pT = 0.9234
eta = 3.0: mean beta = 0.9462, dN/deta = 9.462, beta at mean pT = 0.9882
fixed p = 1.5431 GeV, beta = 0.8544
fixed p, eta = 0.0: dy/deta = 0.8544
fixed p, eta = 1.0: dy/deta = 0.6224
fixed p, eta = 3.0: dy/deta = 0.0304
no test failed
```
